\section*{Why a strongly stressed silicon (001) wafer bends along ⟨100⟩}

\section*{Question}

A round silicon (001) wafer carries a film that pulls equally in every in-plane direction. Nothing in the film marks out a direction, and at small film force the wafer bends into a shallow bowl. At large force it bends instead into something close to a cylinder. Why does it then curve along a $\langle100\rangle$ direction and not along $\langle110\rangle$?

\section*{Answer}

\subsection*{Bending is cheap, stretching is not}

Two costs compete. If only bending mattered, the wafer would curve in both directions, because each curvature lets the film contract and release energy. But a bowl has Gaussian curvature: a flat sheet cannot take that shape without stretching in some places and being compressed in others. In a thin, wide wafer this soon costs more than bending. A cylinder has no Gaussian curvature and avoids the cost. The wafer then gives up one curvature to keep the other, and the crystal decides which direction is easiest to bend.

Take a wafer of radius $R$ and thickness $h$ with a free edge, linear cubic elasticity, and thin-plate theory with moderate slopes. The axes $x,y$ lie along $[100]$ and $[010]$. The deflection is $w$, and the curvatures are $\kappa_{ij}=\partial_i\partial_j w$, positive when the film side is concave. A tensile film with force per length $N$ sits $h/2$ from the midplane. Bending shortens it by the strain $\kappa h/2$ in each direction, so the film does the work $M(\kappa_{xx}+\kappa_{yy})$ per area, with
\begin{equation}
M=\frac{Nh}{2}.
\end{equation}
A compressive film reverses the sign of the curvature and changes nothing else. The film's own stiffness, gravity and initial bow are left out at first.

\subsection*{The bending stiffness of a cylinder}

The wafer faces are free, so $\sigma_{zz}=0$. This fixes $\varepsilon_{zz}=-(C_{12}/C_{11})(\varepsilon_{xx}+\varepsilon_{yy})$. Inserting it in $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})$ gives the in-plane stiffnesses
\begin{equation}
Q_{11}=C_{11}-\frac{C_{12}^2}{C_{11}},\quad
Q_{12}=C_{12}-\frac{C_{12}^2}{C_{11}},\quad Q_{66}=C_{44}.
\end{equation}
The bending strain is proportional to the height $z$, and $\int z^2dz=h^3/12$ across the wafer. Hence $D_{ij}=Q_{ij}h^3/12$, and the bending energy per area is
\begin{equation}
u_b=\tfrac12\left[D_{11}(\kappa_{xx}^2+\kappa_{yy}^2)+2D_{12}\kappa_{xx}\kappa_{yy}+4D_{66}\kappa_{xy}^2\right].
\label{bend}
\end{equation}

Now let the wafer be a cylinder with curvature $\kappa$ along a direction at angle $\theta$ from $[100]$. The straight generators are perpendicular to it. With $c=\cos\theta$ and $s=\sin\theta$, the curvatures are $\kappa_{xx}=\kappa c^2$, $\kappa_{yy}=\kappa s^2$ and $\kappa_{xy}=\kappa cs$. Since $c^4+s^4=1-2c^2s^2$ and $4c^2s^2=\sin^22\theta$, the energy is $u_b=\frac12D(\theta)\kappa^2$ with
\begin{align}
D(\theta)&=D_{11}+c^2s^2(4D_{66}+2D_{12}-2D_{11})\nonumber\\
&=D_{11}+\Delta D\,\sin^22\theta,\\
\Delta D&=D_{66}-\tfrac12(D_{11}-D_{12}).
\end{align}
This is the plane-strain bending stiffness, because there is no bending strain along the generators. As $Q_{11}-Q_{12}=C_{11}-C_{12}$, the minimum lies along $\langle100\rangle$ when
\begin{equation}
\frac{2C_{44}}{C_{11}-C_{12}}>1 .
\end{equation}
Silicon meets this condition: it resists shear between the cube axes more than an isotropic solid with the same $C_{11}-C_{12}$ would.

For a cylinder the total energy per area is $\frac12D\kappa^2-M\kappa$. Setting its derivative to zero gives
\begin{equation}
\kappa=\frac{M}{D(\theta)},\qquad u=-\frac{M^2}{2D(\theta)}.
\label{cyl}
\end{equation}
The smallest stiffness gives the lowest energy. This answers the question in the limit of large force, where the wafer must be a cylinder. It does not yet say when that limit begins, or whether $\langle100\rangle$ is also chosen on the way there.

\subsection*{The price of Gaussian curvature}

Suppose the curvatures are uniform, with Gaussian curvature $K=\kappa_{xx}\kappa_{yy}-\kappa_{xy}^2$. The midplane strains contain $\frac12w_x^2$, $\frac12w_y^2$ and $w_xw_y$. Eliminating the in-plane displacements leaves
\begin{equation}
\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}-\partial_x\partial_y\gamma_{xy}=-K .
\label{compat}
\end{equation}
In-plane equilibrium holds if the forces per length come from a stress function $F$: $N_x=F_{yy}$, $N_y=F_{xx}$, $N_{xy}=-F_{xy}$. With the cubic compliances $S_{ij}$, the strains are $\varepsilon_{xx}=(S_{11}F_{yy}+S_{12}F_{xx})/h$, the same with $x$ and $y$ exchanged, and $\gamma_{xy}=-S_{66}F_{xy}/h$. Equation (\ref{compat}) becomes
\begin{equation}
S_{11}(F_{xxxx}+F_{yyyy})+(2S_{12}+S_{66})F_{xxyy}=-hK .
\end{equation}
Try $F=A(R^2-r^2)^2$. Both $F$ and its radial derivative vanish at $r=R$, so the edge is free of in-plane force. The quartic part is $A(x^4+2x^2y^2+y^4)$, which gives $F_{xxxx}=F_{yyyy}=24A$ and $F_{xxyy}=8A$. The left side is constant, as required, and
\begin{equation}
A=-\frac{hK}{B},\qquad B=48S_{11}+16S_{12}+8S_{66}.
\end{equation}

The stretching energy is $\frac12\int(N_x\varepsilon_{xx}+N_y\varepsilon_{yy}+N_{xy}\gamma_{xy})\,dA$. Two integrations by parts move the derivatives from $F$ to the strains; the edge terms vanish. By (\ref{compat}) the energy is then $-\frac12K\int F\,dA$. Using $\int(R^2-r^2)^2dA=\pi R^6/3$ and dividing by $\pi R^2$,
\begin{equation}
u_s=\tfrac12CK^2,\qquad C=\frac{hR^4}{3B}.
\end{equation}
This depends on $K$ alone. For uniform curvature, stretching therefore has no preferred direction, even in a cubic crystal; the choice is left to bending.

\subsection*{From bowl to cylinder}

Write $\kappa_{xx}=H+d_1$, $\kappa_{yy}=H-d_1$ and $\kappa_{xy}=d_2$. Here $H$ is the mean curvature, $d_1$ makes the bowl unequal along $\langle100\rangle$, and $d_2$ makes it unequal along $\langle110\rangle$. Then $K=H^2-d_1^2-d_2^2$, and (\ref{bend}) gives the total energy per area
\begin{align}
u={}&(D_{11}+D_{12})H^2+(D_{11}-D_{12})d_1^2+2D_{66}d_2^2\nonumber\\
&-2MH+\tfrac12CK^2 .
\label{total}
\end{align}
Hold $H$ and $d_1^2+d_2^2$ fixed. Then $K$ is fixed, and a change of direction alters only the two middle terms. In silicon $D_{11}-D_{12}<2D_{66}$, so the energy is lowest with $d_2=0$. Within the uniform-curvature model, any unequal state of lowest energy is therefore aligned with $\langle100\rangle$.

The stationary conditions follow from $\partial K/\partial H=2H$ and $\partial K/\partial d_i=-2d_i$:
\begin{align}
(D_{11}+D_{12}+CK)H&=M,\label{hh}\\
(D_{11}-D_{12}-CK)d_1&=0,\label{d1}\\
(2D_{66}-CK)d_2&=0.\label{d2}
\end{align}
The bowl has $d_1=d_2=0$ and $K=H^2$. It becomes unstable when the first bracket among (\ref{d1}) and (\ref{d2}) reaches zero. That is the $\langle100\rangle$ bracket, at $CK=D_{11}-D_{12}$. Equation (\ref{hh}) then reads $2D_{11}H=M$, so the critical moment is
\begin{equation}
M_*=2D_{11}\sqrt{\frac{D_{11}-D_{12}}{C}} .
\label{crit}
\end{equation}
Since $D\propto h^3$ and $C\propto hR^4$, the critical film force $N_*=2M_*/h$ scales as $h^3/R^2$. Thinning a wafer to half its thickness lowers it eightfold.

Beyond this point $d_1\neq0$, so (\ref{d1}) holds $K$ at its critical value while (\ref{hh}) keeps the form $2D_{11}H=M$. The principal curvatures obey
\begin{equation}
\kappa_1+\kappa_2=\frac{M}{D_{11}},\qquad
\kappa_1\kappa_2=\frac{D_{11}-D_{12}}{C}.
\label{branch}
\end{equation}
As $M$ grows the sum grows and the product does not. One curvature approaches $M/D_{11}$ and the other tends to zero, which is the cylinder of (\ref{cyl}).

A state curved along $\langle110\rangle$ also exists, with $CK=2D_{66}$. Equation (\ref{hh}) then gives $2D_{110}H=M$, where $D_{110}=D_{11}+\Delta D=\frac12(D_{11}+D_{12})+D_{66}$. It starts at a larger force. In it the coefficient of a small $d_1^2$ is $D_{11}-D_{12}-2D_{66}<0$, so it is a saddle: the wafer can lower its energy by turning towards $\langle100\rangle$.

\subsection*{A thinned power-device wafer}

Take a 200 mm wafer thinned to 200 µm, with 2 µm of back metal at 300 MPa. These are rough values, as are the silicon constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. The film force is $300\ \mathrm{MPa}\times2$ µm $=600$ N/m, and $M=600\times10^{-4}=0.060$ N.

The anisotropy ratio is $160/102=1.57$. The plane-strain moduli are 141.3 GPa along $\langle100\rangle$ and 170.3 GPa along $\langle110\rangle$, so
\begin{equation}
D_{11}=0.0942\ \mathrm{N\,m},\qquad D_{110}=0.1136\ \mathrm{N\,m},
\end{equation}
a ratio of 1.205. With $D_{12}=0.0262$ N m and $C=15.36$ N m$^3$, equation (\ref{crit}) gives
\begin{equation}
M_*=2(0.0942)\sqrt{\frac{0.0680}{15.36}}=0.0125\ \mathrm{N},
\end{equation}
or $N_*=125$ N/m. The $\langle110\rangle$ branch starts at 189 N/m. The example lies nearly five times above the first threshold.

The cylinder limit gives $\kappa=0.060/0.0942=0.637$ m$^{-1}$, a bending radius of 1.57 m. The uniform model (\ref{branch}) gives curvatures of 0.630 and 0.007 m$^{-1}$, already close to a cylinder.

\subsection*{What the free edge changes}

Real curvature is not uniform. A cylinder curved along $x$ needs the moment $D_{12}\kappa$ across its generators' ends, at $y=\pm R$, while the film supplies $M$. At a free edge the difference
\begin{equation}
m=M-D_{12}\kappa
\end{equation}
is unbalanced, and the rim curls. Let the curl have height $w$ and width $\ell$. Bending resists it with an energy of order $Dw^2/\ell^4$ per area. Lifting a surface of curvature $\kappa$ by $w$ also strains it by $\kappa w$, at a cost of order $Eh\kappa^2w^2$, where $E$ is a Young's modulus. Since $D\sim Eh^3$, the two balance at
\begin{equation}
\ell\sim\sqrt{h/\kappa},
\end{equation}
which is about 18 mm here. The moment $m$ produces a curvature of order $m/D$ over this width, so the curl lowers the energy by about $m^2\ell/D$ per length of edge.

This gain is larger for the $\langle110\rangle$ cylinder. With unit curvature in one direction, the sum of the two bending moments is $D_{11}+D_{12}$ whatever the direction, so the cross stiffness for $\langle110\rangle$ is $D_{11}+D_{12}-D_{110}=0.0069$ N m. With $\kappa=M/D$, the unbalanced moment is $0.94M$ for $\langle110\rangle$ and $0.72M$ for $\langle100\rangle$. The edge thus works against the crystal's preference, and the question has to be settled by a calculation that lets the curvature vary.

Such a calculation, with polynomial deflections over the whole disk and the same plate theory, gives bowl instabilities at 129.5 N/m towards $\langle100\rangle$ and 192.3 N/m towards $\langle110\rangle$, within about 3\% of the uniform model. At 600 N/m the energies are
\begin{equation}
U_{100}=-642.4\ \mu\mathrm{J},\qquad U_{110}=-578.9\ \mu\mathrm{J}.
\end{equation}
The preference for $\langle100\rangle$ survives, at about 64 µJ. Raising the polynomial order from 10 to 12 changes it by less than 0.01 µJ. The cylinder formula alone would give 102 µJ, so the departures from a perfect cylinder remove over a third of it. The $\langle100\rangle$ state is stable against all small disturbances in the polynomial space that are unchanged by a half-turn of the wafer; the $\langle110\rangle$ state is unstable.

The energy gained beyond $-\pi R^2M^2/(2D)$, relative to that value, is 7.0\% for $\langle100\rangle$ and 16.2\% for $\langle110\rangle$. The factor $m^2$ explains a ratio of $(0.94/0.72)^2\approx1.7$, less than the computed 2.3, so the estimate has the right sense but is not complete. At four times the film force the gains fall to 3.2\% and 7.2\%. The estimate $\ell/R\propto N^{-1/2}$ would halve them; they fall slightly faster. The cylinder limit is thus approached, but slowly.

The curvature at the centre is 0.576 m$^{-1}$, about 10\% below $M/D_{11}$. The edge estimate gives the sense of this shift: the gain $(M-D_{12}\kappa)^2\sqrt{h/\kappa}/D$ falls as $\kappa$ rises, so it favours a smaller curvature. It accounts for only about half of the shift: worked out for a strip of width $2R$ it gives about 5\%, and at four times the film force the computed shift drops to about 2\%, faster than the $N^{-1/2}$ of an edge layer alone. The edge rises 2.89 mm above the centre along $[100]$ and 0.05 mm along $[010]$. The state with the two directions exchanged has the same energy.

\subsection*{Reversing the cause}

If the anisotropy is the cause, reversing it must reverse the choice. Keep $C_{11}$, $C_{12}$, the geometry and the film force fixed, and lower $C_{44}$ to 33 GPa. The ratio $2C_{44}/(C_{11}-C_{12})$ becomes 0.65, and the full-plate calculation now favours $\langle110\rangle$, by 61 µJ. At a ratio of one, $\Delta D=0$ and the plate is isotropic: it still becomes a near-cylinder, but no direction is preferred.

\subsection*{When a real wafer turns away from ⟨100⟩}

Patterned layers may pull unequally. Let the film moments be $M(1+\delta)$ and $M(1-\delta)$ along the two $\langle110\rangle$ directions. In the cube axes this adds $M_{xy}=\delta M$, so the moment along $\theta$ is $M(1+\delta\sin2\theta)$. With $q=\sin2\theta$, the cylinder of lowest energy maximizes
\begin{equation}
\frac{(1+\delta q)^2}{D_{11}+\Delta D\,q^2}.
\end{equation}
Setting the derivative to zero gives $\delta(D_{11}+\Delta D\,q^2)=\Delta D\,q(1+\delta q)$. The terms in $\delta q^2$ cancel, leaving
\begin{equation}
\sin2\theta=\frac{\delta D_{11}}{\Delta D}.
\end{equation}
With $\Delta D=0.0193$ N m, an inequality of $\delta=5\%$ turns the bending direction by $7^\circ$. At $\delta=20.5\%$ it reaches $\langle110\rangle$. These are cylinder-limit values. The full plate prefers $\langle100\rangle$ less strongly, so it turns further for the same inequality.

Supports can matter too. Suppose the wafer is held up at two opposite points of its rim. If the curved direction turns from across the line between them to along it, the height of these points relative to the centre of mass changes by nearly the 2.89 mm edge rise. The wafer weighs 0.144 N, and its weight times this rise is 415 µJ. That quarter turn links two equivalent $\langle100\rangle$ states, so the 64 µJ preference must be set against the $45^\circ$ turn to $\langle110\rangle$ instead. With the supports on a $[110]$ diameter, the weight gains about 120 µJ in that turn when the film faces up and about 190 µJ when it faces down, before the shape relaxes. In the full plate the film-down wafer then turns fully to $\langle110\rangle$, curved across the line of supports, while the film-up wafer stops about $35^\circ$ from $[100]$. Such a support therefore competes with the crystal and can turn the direction far from $\langle100\rangle$. Support at the centre alone is gentler. For uniform curvature the mean height above the centre is $(\kappa_{xx}+\kappa_{yy})R^2/8$, so gravity acts as an equal moment in both directions. It amounts to 9.5\% of $M$ and, in this approximation, opposes an upward bowl without selecting a direction. In the near-cylinder the curvature is not uniform, and gravity then also changes the preference for $\langle100\rangle$: it weakens it when the film side faces up and strengthens it when the film side faces down, but does not reverse it here.

The regime depends strongly on the thickness. A 400 µm wafer with the same film would stay a bowl, since its threshold is eight times higher, near 1000 N/m. The neglected film stiffness, for a modulus of 200 GPa and Poisson ratio of 0.30, raises $D_{11}$ by 4.7\% and lowers the stiffness ratio from 1.205 to 1.196. In the cylinder limit the edge slope is about 0.064, whose square is 0.4\%, so moderate-slope theory is adequate. The bending stress at the silicon surface is of order 10 MPa. For this wafer the free support and the equal film stress are therefore weaker assumptions than the plate theory. The effect of an initial bow was not examined. Most of the computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
C11, C12, C44 (rough inputs): 166, 64, 80 GPa
Wafer radius: 100 mm; thickness: 200 um
Film thickness: 2.0 um; stress: 300 MPa
Film force N: 600 N/m; moment M: 0.0600 N
Anisotropy 2C44/(C11-C12): 1.569 (no unit)
Q11, Q12, Q66: 141.3, 39.3, 80.0 GPa
Plane-strain modulus along <110>: 170.3 GPa
D<100>, D<110>: 0.09422, 0.11355 N m
D<110>/D<100>: 1.2052 (no unit)
D12, Delta D: 0.02622, 0.01933 N m
Gaussian stiffness C: 15.3610 N m^3
Uniform model critical N, <100>: 125.4 N/m
Uniform model critical N, <110>: 189.2 N/m
Full plate critical N, <100>: 129.5 N/m
Full plate critical N, <110>: 192.3 N/m
Shift of these, order 8 to 10: 0.000, -0.006 N/m
Cylinder-limit curvature M/D<100>: 0.6368 1/m
Cylinder-limit bending radius: 1.570 m
Uniform model curvatures: 0.6298, 0.0070 1/m
Full plate centre curvature along [100]: 0.5758 1/m
Full plate edge rise along [100]: 2.892 mm
Full plate edge rise along [010]: 0.045 mm
Unbuckled small-bow curvature: 0.4982 1/m
Full plate energy, <100> state: -642.44 uJ
Full plate energy, <110> state: -578.89 uJ
Energy preference for <100>: 63.55 uJ
Shift of preference, order 10 to 12: -0.0033 uJ
Preference from cylinder limit: 102.19 uJ
Lowest scaled stability eigenvalue, <100>: 0.3213 (no unit)
Lowest scaled stability eigenvalue, <110>: -0.4360 (no unit)
Excess energy gain at 1 x N, <100>, <110>: 7.04, 16.24 %
Excess energy gain at 2 x N, <100>, <110>: 4.69, 10.90 %
Excess energy gain at 4 x N, <100>, <110>: 3.15, 7.16 %
Reversed case C44: 33 GPa; anisotropy: 0.647
Reversed case preference for <110>: 60.83 uJ
Film moment inequality delta: 5.0 %; turn: 7.05 deg
Delta that turns bending fully to <110>: 20.5 %
Film Young modulus, Poisson ratio: 200 GPa, 0.30
Film raises D<100> by: 4.69 %
D<110>/D<100> with film: 1.1961 (no unit)
Silicon density (rough input): 2330 kg/m^3
Gravity moment / film moment: 9.52 %
Wafer weight: 0.1436 N
Weight times [100] edge rise: 415.2 uJ
Edge slope M R/D<100>: 0.0637 (no unit)
Edge slope squared: 0.406 %
Silicon surface bending stress: 9.00 MPa
Edge-layer length sqrt(h/curvature): 17.72 mm
\end{verbatim}
